\section*{The Hessler-Park-Burke relation and why v_xc is not thereby a derivative}

\section{The rate of the exchange-correlation energy}

\noindent Q: In ground-state density functional theory the exchange-correlation (xc) energy is a functional of the density, and the xc potential is its functional derivative. A driven system has no minimum principle from which to obtain such a functional. What do you mean by its xc energy at time $t$?

\noindent A: A difference of energies, each of which has its own definition. Let $N$ electrons evolve under
\begin{equation}
H(t)=T+W+\sum_i v(\mathbf r_i,t),\qquad i\,\partial_t\Psi=H(t)\Psi ,
\end{equation}
in atomic units. Here $T$ is the kinetic energy operator and $W$ the sum of $w(\mathbf r,\mathbf r')$ over pairs of electrons, with $w$ symmetric and independent of time. The external potential $v$ is scalar and local. Let $n(\mathbf r,t)$ be the density, and write a dot for a time derivative.

The Kohn-Sham orbitals reproduce this density without interaction:
\begin{equation}
i\,\partial_t\varphi_j=\left[-\tfrac12\nabla^2+v_s(\mathbf r,t)\right]\varphi_j,\qquad n=\sum_j|\varphi_j|^2 .
\end{equation}
I assume that such a local $v_s$ exists. This requires in particular that the Kohn-Sham initial state have the same $n$ and $\dot n$ as the interacting one. Neither initial state needs to be a ground state. With
\begin{align}
T_s&=\tfrac12\sum_j\int|\nabla\varphi_j|^2\,d\mathbf r, \qquad
E_H=\tfrac12\iint n(\mathbf r,t)\,n(\mathbf r',t)\,w(\mathbf r,\mathbf r')\,d\mathbf r\,d\mathbf r',\\
v_H&(\mathbf r,t)=\int n(\mathbf r',t)\,w(\mathbf r,\mathbf r')\,d\mathbf r',
\end{align}
the xc potential and the xc energy are both defined by subtraction:
\begin{equation}
v_{xc}=v_s-v-v_H,\qquad
E_{xc}(t)=\langle\Psi|T+W|\Psi\rangle-T_s-E_H .
\label{def}
\end{equation}
The energy includes the kinetic difference $\langle T\rangle-T_s$ as well as the interaction difference $\langle W\rangle-E_H$.

\medskip
\noindent Q: Those are two separate subtractions, one of potentials and one of energies. Nothing so far connects them. And since the system is driven, you cannot appeal to conservation of energy.

\noindent A: The energy is not conserved, but its rate of change is simple. The Schr\"odinger equation gives $|\dot\Psi\rangle=-iH|\Psi\rangle$ and $\langle\dot\Psi|=i\langle\Psi|H$, so the product rule yields
\begin{align}
\frac{d}{dt}\langle H\rangle
&=\langle\dot\Psi|H|\Psi\rangle+\langle\Psi|H|\dot\Psi\rangle+\langle\Psi|\partial_tH|\Psi\rangle\nonumber\\
&=i\langle H^2\rangle-i\langle H^2\rangle+\int n\,\dot v\,d\mathbf r
=\int n\,\dot v\,d\mathbf r .
\end{align}
The last step uses the fact that $v$ is the one part of $H$ that depends explicitly on time. On the other hand $\langle H\rangle=\langle T+W\rangle+\int vn\,d\mathbf r$, and therefore
\begin{equation}
\frac{d}{dt}\langle H\rangle=\frac{d}{dt}\langle T+W\rangle+\int \dot v\,n\,d\mathbf r+\int v\,\dot n\,d\mathbf r .
\end{equation}
Equating the two expressions cancels $\int\dot v\,n$ and leaves
\begin{equation}
\frac{d}{dt}\langle T+W\rangle=-\int v\,\dot n\,d\mathbf r .
\label{tw}
\end{equation}

\medskip
\noindent Q: The minus sign looks odd. If I push the electrons, their internal energy should go up.

\noindent A: It does when they move along the push. Insert the continuity equation $\dot n=-\nabla\cdot\mathbf j$ and integrate by parts:
\begin{equation}
-\int v\,\dot n\,d\mathbf r=\int v\,\nabla\cdot\mathbf j\,d\mathbf r=\int(-\nabla v)\cdot\mathbf j\,d\mathbf r .
\end{equation}
The right side is the external force times the current, which is the power delivered to the electrons. It is positive when they move along the force. The integration by parts needs a vanishing surface term, which a finite system provides because its density and current decay at large distance.

\medskip
\noindent Q: For the Kohn-Sham system I am less sure. Its potential depends on the density, and perhaps on the whole past of the density. Does that not add terms to the rate of $T_s$?

\noindent A: No. Once the history has taken place, $v_s(\mathbf r,t)$ is a given function of position and time, and the orbitals obey a linear Schr\"odinger equation with it. How $v_s$ came to have its values plays no part. With $h_s=-\tfrac12\nabla^2+v_s$, the same cancellation holds for each orbital:
\begin{equation}
\frac{d}{dt}\sum_j\langle\varphi_j|h_s|\varphi_j\rangle=\sum_j\langle\varphi_j|\dot v_s|\varphi_j\rangle=\int n\,\dot v_s\,d\mathbf r .
\end{equation}
The sum on the left is $T_s+\int v_sn\,d\mathbf r$. Differentiating that expression and cancelling $\int\dot v_s n$ gives
\begin{equation}
\frac{dT_s}{dt}=-\int v_s\,\dot n\,d\mathbf r .
\label{ts}
\end{equation}
The $\dot n$ here is the same function as in Eq.~(\ref{tw}), because the two systems share their density at all times considered.

\medskip
\noindent Q: The Hartree energy has a factor one half. Does that survive in its rate?

\noindent A: The product rule removes it. Differentiation acts on each of the two densities:
\begin{equation}
\frac{dE_H}{dt}=\tfrac12\iint\left[\dot n(\mathbf r)\,n(\mathbf r')+n(\mathbf r)\,\dot n(\mathbf r')\right]w(\mathbf r,\mathbf r')\,d\mathbf r\,d\mathbf r' .
\end{equation}
Exchanging the names $\mathbf r$ and $\mathbf r'$ in the second term and using $w(\mathbf r,\mathbf r')=w(\mathbf r',\mathbf r)$ turns it into the first. The two halves add up to
\begin{equation}
\frac{dE_H}{dt}=\int v_H\,\dot n\,d\mathbf r .
\label{eh}
\end{equation}

\medskip
\noindent Q: Then put the pieces together, and keep the signs visible.

\noindent A: Differentiate the energy in Eq.~(\ref{def}) and insert Eqs.~(\ref{tw}), (\ref{ts}) and (\ref{eh}):
\begin{align}
\frac{dE_{xc}}{dt}
&=\left(-\int v\,\dot n\,d\mathbf r\right)-\left(-\int v_s\,\dot n\,d\mathbf r\right)-\int v_H\,\dot n\,d\mathbf r\nonumber\\
&=\int(v_s-v-v_H)\,\dot n\,d\mathbf r .
\end{align}
The bracket is the xc potential, so
\begin{equation}
\frac{dE_{xc}}{dt}=\int v_{xc}(\mathbf r,t)\,\dot n(\mathbf r,t)\,d\mathbf r .
\label{hpb}
\end{equation}
This is the Hessler-Park-Burke relation.

\medskip
\noindent Q: The potential $v_s$ is fixed only up to a function of time, since adding $c(t)$ changes nothing but the phases of the orbitals. Your right side would seem to depend on that choice.

\noindent A: It does not. The added term is $c(t)\int\dot n\,d\mathbf r=c(t)\,dN/dt$, which is zero because the number of electrons is fixed.

\medskip
\noindent Q: Where does the relation stop being true?

\noindent A: Where one of the steps does. If the interaction itself is switched in time, Eq.~(\ref{tw}) gains $\langle\partial_tW\rangle$ and Eq.~(\ref{eh}) gains $\tfrac12\iint nn\,\partial_tw$. The difference of these two must then be added to the right side of Eq.~(\ref{hpb}). If the electrons are driven by a vector potential that changes in time and that no gauge change turns into a scalar potential, the power is in general not of the form $-\int v\dot n$. A static magnetic field acting on the orbital motion does no work and leaves that form intact, with $T$ then built from the kinetic momentum. If current crosses the boundary of the region considered, there are surface terms.

The case of one electron shows the relation at its simplest. Then $W=0$, and we may take the orbital to be the wavefunction itself. This gives $v_s=v$, $v_{xc}=-v_H$ and $E_{xc}=-E_H$, and Eq.~(\ref{hpb}) is Eq.~(\ref{eh}) with its sign reversed.

\medskip
\noindent Q: In that case $v_{xc}$ is the functional derivative of $-E_H[n]$. And Eq.~(\ref{hpb}) has the form of a chain rule. Why not conclude in general that $v_{xc}=\delta E_{xc}/\delta n$?

\noindent A: Because the chain rule runs in one direction. Suppose there is a functional $F[n]$ of the density at one instant, with $v_{xc}(\mathbf r,t)=\delta F/\delta n(\mathbf r)$ evaluated at $n(t)$. Then
\begin{equation}
\frac{d}{dt}F[n(t)]=\int\frac{\delta F}{\delta n(\mathbf r)}\,\dot n\,d\mathbf r=\int v_{xc}\,\dot n\,d\mathbf r=\frac{dE_{xc}}{dt}.
\label{chain}
\end{equation}
The last equality is Eq.~(\ref{hpb}). The first two show that an energy $F$ and its derivative obey a relation of that form automatically, so a derivative implies the relation. The reverse would require the relation to determine a whole function of $\mathbf r$, and at each instant it supplies one number. Take any function $g(\mathbf r)$ and, wherever $\dot n$ is not identically zero, form
\begin{equation}
\Delta v=g-\dot n\,\frac{\int g\,\dot n\,d\mathbf r'}{\int\dot n^2\,d\mathbf r'} .
\end{equation}
Multiplying by $\dot n$ and integrating gives $\int g\dot n-\int g\dot n=0$. Hence $v_{xc}+\Delta v$ satisfies Eq.~(\ref{hpb}) as well as $v_{xc}$ does, for the same $E_{xc}(t)$ and the same density.

\medskip
\noindent Q: Perhaps such a $\Delta v$ is harmless, like the constant.

\noindent A: It is not. Adding $\Delta v$ to $v_s$ adds $-i\Delta v\,\varphi_j$ to $\dot\varphi_j$. The current is $\mathbf j=\mathrm{Im}\sum_j\varphi_j^*\nabla\varphi_j$, so its rate changes by
\begin{equation}
\delta\dot{\mathbf j}=\mathrm{Im}\sum_j\left[i\Delta v\,\varphi_j^*\nabla\varphi_j-i\varphi_j^*\nabla(\Delta v\,\varphi_j)\right]=-n\nabla\Delta v ,
\end{equation}
since the terms with $\nabla\varphi_j$ cancel. By continuity the second time derivative of the density changes by $\delta\ddot n=\nabla\cdot(n\nabla\Delta v)$. If this were zero everywhere, multiplication by $\Delta v$ and integration by parts would give $\int n|\nabla\Delta v|^2d\mathbf r=0$, and $\Delta v$ would be constant wherever there is density. A $\Delta v$ that varies where there is density therefore drives the Kohn-Sham density away from $n$, although the relation does not notice it.

\medskip
\noindent Q: You test one history. I would use them all. Many histories pass through a given density, each with its own $\dot n$. Together they probe every direction, and that should fix the derivative.

\noindent A: It would, if $v_{xc}$ and $E_{xc}$ were the same for all of those histories. Then one potential would satisfy Eq.~(\ref{hpb}) for every $\dot n$ of zero integral, and it would be the derivative up to a constant. But each history may bring its own $v_{xc}$ to the meeting point, and then the equations for different $\dot n$ contain different unknowns.

The dependence on the past can be made explicit. Integrate Eq.~(\ref{hpb}) from time $0$ to $t$ and vary the history by $\delta n$, with the initial states held fixed, so that $\delta n=0$ and $\delta E_{xc}=0$ at time $0$. An integration by parts in time gives
\begin{align}
\delta E_{xc}(t)
&=\int_0^t\!dt'\!\int\left(\delta v_{xc}\,\dot n+v_{xc}\,\delta\dot n\right)d\mathbf r\nonumber\\
&=\int v_{xc}(\mathbf r,t)\,\delta n(\mathbf r,t)\,d\mathbf r
+\int_0^t\!dt'\!\int\left(\delta v_{xc}\,\dot n-\dot v_{xc}\,\delta n\right)d\mathbf r .
\label{memory}
\end{align}
The first term is what a derivative would give. The second collects contributions from earlier times. If $v_{xc}=\delta F/\delta n$, then $\delta v_{xc}$ and $\dot v_{xc}$ follow from $\delta n$ and $\dot n$ through the same symmetric kernel $\delta^2F/\delta n\,\delta n'$, and the second term vanishes. Nothing in Eq.~(\ref{hpb}) makes it vanish otherwise.

\medskip
\noindent Q: That shows that the proof is missing. It does not show that the conclusion is false. What would?

\noindent A: A density that returns. If $F$ existed, Eq.~(\ref{chain}) would make $E_{xc}(t)-F[n(t)]$ constant during the motion. Whenever $n$ came back to an earlier form, $E_{xc}$ would have to come back to its earlier value. A single motion in which the density returns and $E_{xc}$ does not is enough to exclude every such $F$.

\section{A density that returns and an energy that does not}

\noindent Q: Then I want such a motion, in a system where I can follow every quantity. What do you carry over?

\noindent A: The density is $n$, and the external, Hartree and Kohn-Sham potentials are $v$, $v_H$ and $v_s$. The xc quantities are $v_{xc}=v_s-v-v_H$ and $E_{xc}=\langle T+W\rangle-T_s-E_H$. They obey $dE_{xc}/dt=\int v_{xc}\dot n$. If $v_{xc}$ were the derivative of a functional $F$ of the instantaneous density, $E_{xc}$ would return whenever $n$ does.

The system is two electrons in a spin singlet, in one dimension, with
\begin{equation}
v=\tfrac12k(t)x^2,\qquad w=-\tfrac12\lambda(x_1-x_2)^2 .
\end{equation}
The repulsion is a model, chosen because a wavefunction that starts Gaussian stays Gaussian. It is symmetric and constant in time, as the derivation requires.

\medskip
\noindent Q: That repulsion grows without limit. Does the pair stay bound?

\noindent A: Yes, if the trap is stiff enough. Let $q_\pm=(x_1\pm x_2)/\sqrt2$. This is a rotation, so $x_1^2+x_2^2=q_+^2+q_-^2$, and the kinetic energy keeps its form. Since $x_1-x_2=\sqrt2\,q_-$, the repulsion is $-\lambda q_-^2$, and
\begin{equation}
H=\tfrac12p_+^2+\tfrac12kq_+^2+\tfrac12p_-^2+\tfrac12(k-2\lambda)q_-^2 .
\end{equation}
These are two independent oscillators. A bound ground state needs $k>2\lambda$, which holds throughout the example.

\medskip
\noindent Q: And when $k$ changes in time?

\noindent A: Each factor remains a Gaussian. For an oscillator of curvature $\kappa(t)$ put $\psi=e^{Aq^2+C}$ with
\begin{equation}
A=-\frac1{4s^2}+\frac{i\dot s}{2s},
\end{equation}
so that $|\psi|^2$ has variance $s^2$. Because $\psi''=(2A+4A^2q^2)\psi$, the terms in $q^2$ of the Schr\"odinger equation require $i\dot A=-2A^2+\kappa/2$. The imaginary part reads $\dot s/(2s^3)=\dot s/(2s^3)$ and holds identically. The real part is
\begin{equation}
-\frac{\ddot s}{2s}+\frac{\dot s^2}{2s^2}=-\frac1{8s^4}+\frac{\dot s^2}{2s^2}+\frac\kappa2
\quad\Longrightarrow\quad
\ddot s=\frac1{4s^3}-\kappa s .
\label{width}
\end{equation}
The terms without $q$ give $\dot C=iA$, which keeps the norm fixed. The kinetic energy of the factor is
\begin{equation}
\tfrac12\int|\psi'|^2dq=2|A|^2s^2=\frac1{8s^2}+\frac{\dot s^2}2 .
\label{kin}
\end{equation}
Call the widths $a$ for $q_+$, with $\kappa=k$, and $b$ for $q_-$, with $\kappa=k-2\lambda$. Then
\begin{equation}
\langle T+W\rangle=\frac1{8a^2}+\frac{\dot a^2}2+\frac1{8b^2}+\frac{\dot b^2}2-\lambda b^2 .
\label{twmodel}
\end{equation}

\medskip
\noindent Q: What does the density see of the two widths?

\noindent A: One combination of them. Since $x_1=(q_++q_-)/\sqrt2$ is a sum of independent Gaussian variables, $n$ is a Gaussian that holds two electrons, with variance
\begin{equation}
\sigma^2=\tfrac12(a^2+b^2).
\end{equation}
Both Kohn-Sham electrons occupy one orbital. A Gaussian orbital of width $\sigma$ solves the Schr\"odinger equation in $v_s=\tfrac12k_sx^2$ if Eq.~(\ref{width}) holds with $s=\sigma$ and $\kappa=k_s$. Solving for the curvature gives
\begin{equation}
k_s=\frac1{4\sigma^4}-\frac{\ddot\sigma}\sigma .
\end{equation}
Twice Eq.~(\ref{kin}) is $T_s=1/(4\sigma^2)+\dot\sigma^2$. The mean of $(x-x')^2$ over two independent points of the density is $2\sigma^2$, so
\begin{equation}
E_H=\tfrac12\cdot2^2\cdot\left(-\tfrac12\lambda\right)2\sigma^2=-2\lambda\sigma^2,\qquad
v_H=-\lambda(x^2+\sigma^2).
\end{equation}
The Hartree curvature is $-2\lambda$. Up to a constant in space, then,
\begin{equation}
v_{xc}=\tfrac12k_{xc}x^2,\qquad k_{xc}=k_s-k+2\lambda .
\end{equation}

\medskip
\noindent Q: Show me the relation in these variables, without appeal to the general proof.

\noindent A: Since $\int x^2n\,dx=2\sigma^2$, we have $\int x^2\dot n\,dx=4\sigma\dot\sigma$, and the right side is $\int v_{xc}\dot n\,dx=2k_{xc}\sigma\dot\sigma$. For the left side, Eq.~(\ref{width}) gives $d(1/8s^2+\dot s^2/2)/dt=\dot s(\ddot s-1/4s^3)=-\kappa s\dot s$. Applied to Eq.~(\ref{twmodel}), this yields
\begin{equation}
\frac{d}{dt}\langle T+W\rangle=-ka\dot a-(k-2\lambda)b\dot b-2\lambda b\dot b=-k(a\dot a+b\dot b)=-2k\sigma\dot\sigma .
\end{equation}
Likewise $\dot T_s=-2k_s\sigma\dot\sigma$, and $\dot E_H=-4\lambda\sigma\dot\sigma$. The subtraction gives $\dot E_{xc}=2(k_s-k+2\lambda)\sigma\dot\sigma=2k_{xc}\sigma\dot\sigma$.

\medskip
\noindent Q: Now numbers.

\noindent A: Let the quanta of the two oscillators be 10 and 6 eV at the start. The first corresponds to a trap curvature $k_0=13.123$ eV/\AA$^2$. Curvatures scale as squared quanta, so $k_0-2\lambda=0.36\,k_0$ and $\lambda=0.32\,k_0=4.1995$ eV/\AA$^2$. In the ground state the variance is the quantum divided by twice the curvature:
\begin{align}
a^2&=\frac{10}{2(13.123)}=0.381\ \text{\AA}^2,\qquad
b^2=\frac{6}{2(4.724)}=0.635\ \text{\AA}^2 .
\end{align}
Hence $\sigma^2=0.508$ \AA$^2$ and $\sigma_0=0.713$ \AA. Each oscillator has one quarter of its quantum as kinetic energy, which makes $2.5+1.5=4.0$ eV. The repulsion contributes $-\lambda b^2=-2.667$ eV. With quanta $\omega_\pm$, $T_s=1/(4\sigma^2)=\omega_+\omega_-/(\omega_++\omega_-)=60/16=3.750$ eV, and $E_H=-2\lambda\sigma^2=-4.267$ eV. The initial xc energy is
\begin{equation}
E_{xc}(0)=(4.000-2.667)-3.750+4.267=1.850\ \text{eV}.
\end{equation}

The trap is then stiffened by a pulse, $k=k_0[1+\tfrac12\sin^2(\pi t/\tau)]$ for $0<t<\tau=0.30$ fs, after which $k=k_0$ again. I integrated the two width equations with an adaptive high-order Runge-Kutta method. At $t=0.10$ fs the squared sine is $0.75$ and $k=1.375\,k_0=18.045$ eV/\AA$^2$. The integration gives $\sigma=0.6605$ \AA, $\dot\sigma=-1.666$ \AA/fs and $k_s=12.268$ eV/\AA$^2$, so that $k_{xc}=12.268-18.045+8.399=2.622$ eV/\AA$^2$. Centred differences of the energies in time give
\begin{equation}
\dot E_{xc}=39.73-27.01-18.49=-5.77\ \text{eV/fs},
\end{equation}
the three terms being the rates of $\langle T+W\rangle$, $T_s$ and $E_H$. The other side is $2k_{xc}\sigma\dot\sigma=2(2.622)(0.6605)(-1.666)=-5.77$ eV/fs.

\medskip
\noindent Q: And the return?

\noindent A: The density is the initial one whenever $\sigma=\sigma_0$. Root finding on the computed $\sigma(t)$ gives six returns up to 1.2 fs:
\begin{center}
\begin{tabular}{ccc}
$t$ (fs) & $E_{xc}$ (eV) & $k_{xc}$ (eV/\AA$^2$)\\
0 & 1.850 & 2.657\\
0.265 & 1.998 & 2.637\\
0.472 & 2.075 & 2.506\\
0.615 & 1.992 & 2.068\\
0.810 & 2.031 & 1.949\\
0.956 & 2.088 & 2.245\\
1.159 & 1.971 & 2.514
\end{tabular}
\end{center}
The density is the same in every row and the xc energy is not. The largest change is $0.238$ eV, or $0.0087$ hartree, at $0.956$ fs. Up to that time $\langle T+W\rangle$ has risen by $0.4653$ eV and $T_s$ by $0.2275$ eV, while $E_H$, which depends on the density alone, is unchanged. The time integral of $2k_{xc}\sigma\dot\sigma$ by Simpson's rule is also $0.238$ eV. The relation thus accounts for the whole change, and the change is not zero. No functional $F$ of the instantaneous density can have this $v_{xc}$ as its derivative.

\medskip
\noindent Q: All six energies lie above the first. Is that an accident of the pulse?

\noindent A: In this model it is a property of the ground state. At $\sigma=\sigma_0$ split $\langle T+W\rangle-T_s$ into a part due to motion and a part due to shape. Using $2\sigma\dot\sigma=a\dot a+b\dot b$ and $2\sigma^2=a^2+b^2$, the motion part is
\begin{align}
\frac{\dot a^2+\dot b^2}2-\dot\sigma^2
&=\frac{(a^2+b^2)(\dot a^2+\dot b^2)-(a\dot a+b\dot b)^2}{4\sigma^2}\nonumber\\
&=\frac{(a\dot b-b\dot a)^2}{4\sigma^2}\ \ge0 .
\end{align}
The shape part varies through
\begin{equation}
g=\frac1{8a^2}+\frac1{8b^2}-\lambda b^2,\qquad b^2=2\sigma_0^2-a^2 .
\end{equation}
Its derivative with respect to $a^2$ is $-1/(8a^4)+1/(8b^4)+\lambda$. In the ground state $1/(4a^4)=k_0$ and $1/(4b^4)=k_0-2\lambda$, so this equals $-k_0/2+(k_0-2\lambda)/2+\lambda=0$. The second derivative, $1/(4a^6)+1/(4b^6)$, is positive, so the ground state is the minimum. The density can have its old width while $a$ and $b$ are shifted in opposite directions or their ratio is changing. At the six returns the motion part supplies $0.12$ to $0.24$ eV and the shape part at most $0.01$ eV. The density does not show this, but the energy does.

\medskip
\noindent Q: The density is the same at those times, but its velocity may differ. Perhaps $E_{xc}$ depends on $n$ and $\dot n$ together.

\noindent A: That does not suffice either, if initial states are free. Start from a Gaussian state at rest with $a^2$ shifted and $b^2=2\sigma_0^2-a^2$. Its density is the ground-state density and $\dot n=0$, as in the ground state, yet $g$ is larger and $T_s$ and $E_H$ are the same.

\medskip
\noindent Q: Does $v_{xc}$ come from the ground-state functional, at least approximately?

\noindent A: When the pair starts in its ground state and the trap changes slowly, compared with the oscillations of the widths, at all times since. Then $\dot s$ and $\ddot s$ stay small, and Eq.~(\ref{width}) reduces to $1/(4s^4)=\kappa(t)$, the ground-state width for the present curvature. A trap that is merely constant now is not enough, as the rows after the pulse show. On ground-state Gaussians $\langle T+W\rangle$ is the minimum of $g$ at given $\sigma$. At a minimum the change of $a^2$ does not contribute, and differentiating $g$ at fixed $a^2$ with $b^2=2\sigma^2-a^2$ gives
\begin{equation}
\frac{d\langle T+W\rangle}{d\sigma^2}=2\left(-\frac1{8b^4}-\lambda\right)=-(k-2\lambda)-2\lambda=-k .
\end{equation}
Also $dT_s/d\sigma^2=-1/(4\sigma^4)=-k_s$, and $dE_H/d\sigma^2=-2\lambda$. Therefore $dE_{xc}/d\sigma^2=k_s-k+2\lambda=k_{xc}$. Here the potential does give the slope of an energy. That functional would assign $1.850$ eV and $2.657$ eV/\AA$^2$ to every row of the table. At $0.810$ fs the actual curvature is $1.949$ eV/\AA$^2$, lower by about a quarter.

\medskip
\noindent Q: In your model the relation gives $k_{xc}=\dot E_{xc}/(2\sigma\dot\sigma)$. So here it does determine the potential.

\noindent A: Only because we already know that $v_{xc}$ is quadratic. Even then, at an instant where $\dot\sigma=0$ the relation reads $0=0$, and $k_{xc}$ follows there only as the limit of the ratio from neighbouring times. Without that knowledge one may add
\begin{equation}
\Delta v=c\,(x^4-6\sigma^2x^2).
\end{equation}
From $\int x^4n\,dx=6\sigma^4$ follows $\int x^4\dot n\,dx=24\sigma^3\dot\sigma$, while $6\sigma^2\int x^2\dot n\,dx=24\sigma^3\dot\sigma$. The difference is zero at all times.

Take $c=1$ eV/\AA$^4$. I propagated the Kohn-Sham orbital on a Fourier grid by the split-operator method, with $\Delta v$ added to $v_s$ and $\sigma(t)$ taken from the true motion. Up to $0.956$ fs the misplaced charge, half the integral of the absolute density error, reaches $0.24$ of the two electrons. The relation accepts this potential for the given density, and the potential does not produce that density.

\medskip
\noindent Q: What is the relation good for, if it leaves so much open?

\noindent A: It is a condition on a pair. An approximation that offers both a potential and an energy $E_{xc}(t)$ must satisfy it, or the change of the energy will not equal minus the work $\int dt\int(-\nabla v_{xc})\cdot\mathbf j\,d\mathbf r$ that the xc force does on the electrons. An adiabatic approximation, whose potential is the derivative of its energy functional, satisfies it by the chain rule. It also returns its energy with the density, which the electrons in this trap do not.
